# Spin Susceptibility of the Electron Gas from Its Energy Curvature

**Q.** You say that the spin susceptibility of an interacting electron gas can be read off from a ground-state energy computed without any magnetic field. A susceptibility is a response. How can a field-free energy know about it?

**A.** Because the field couples to a conserved quantity. Take $N$ electrons in a volume $V$, with density $n=N/V$, on a rigid neutralizing background, at zero temperature. Call a spin "up" when its magnetic moment points along the field $B$, and define

$$\zeta=\frac{n_\uparrow-n_\downarrow}{n}.$$

Let the field be static and uniform, and let it act on the spins alone, with $g=2$. Each electron then has a moment of size $\mu_B$, and the field adds

$$-\mu_B B\,(N_\uparrow-N_\downarrow)=-N b\,\zeta,\qquad b=\mu_B B .$$

The Coulomb interaction does not flip spins, so $N_\uparrow-N_\downarrow$ commutes with the field-free Hamiltonian. Among states of given $\zeta$, the field term is a constant. It shifts their energies together and leaves the lowest state unchanged. If $e(\zeta)$ is the lowest field-free energy per electron at that $\zeta$, the ground state in the field minimizes

$$e(\zeta)-b\,\zeta .$$

The field only selects $\zeta$.

**Q.** And the orbital motion? A real magnetic field bends trajectories.

**A.** It does, and that contribution is left out. What follows is the spin susceptibility, not the total magnetic response.

**Q.** Then carry out the minimization. I want to see where linear response enters.

**A.** The minimum satisfies $e'(\zeta)=b$, where a prime means a $\zeta$-derivative at fixed density. Without a field, reversing all spins leaves the energy unchanged, so $e(\zeta)=e(-\zeta)$ and $e'(0)=0$. Assume that $e$ is twice differentiable at $\zeta=0$ and that the unpolarized state is the stable one. Then, to first order,

$$e'(\zeta)= e''(0)\,\zeta=b\quad\Rightarrow\quad \zeta=\frac{b}{e''(0)} .$$

The magnetization is $M=n\mu_B\zeta$. With $b=\mu_B B$,

$$\chi=\frac{M}{B}=\frac{n\mu_B^2}{e''(0)} .$$

In SI units the dimensionless susceptibility has an extra factor $\mu_0$, provided that it is much smaller than one, so that $B$ and $\mu_0H$ need not be distinguished. The curvature $e''(0)$ is the spin stiffness: a stiffer gas polarizes less.

**Q.** You held the density fixed. Suppose the gas is in contact with a reservoir, and its density can change when the field is applied. Isn't that a different susceptibility?

**A.** Not to linear order. At fixed chemical potential $\mu$, with the background following the electron density to keep the gas neutral, one minimizes

$$n\,e(n,\zeta)-\mu n-b\,n\,\zeta$$

over both variables. The $\zeta$-equation is again $\partial e/\partial\zeta=b$. The $n$-equation is

$$\frac{\partial (ne)}{\partial n}-b\zeta=\mu .$$

Since $e$ is even in $\zeta$, the first term differs from its unpolarized value by order $\zeta^2$ at given $n$. With $\zeta$ of order $b$, both this change and $b\zeta$ are of order $b^2$. The density shift is therefore of order $b^2$ too, as long as $\partial^2(ne)/\partial n^2$, which sets the compressibility, is positive; a positive value is also what makes the stationary point a local minimum in $n$. With the correlation functional used below it is positive at $r_s=5$ and negative at $r_s=5.5$, 6 and 10 ($r_s$ is defined below). At those lower densities the reservoir problem has no minimum at the given density, and only the fixed-density statement applies. Between $r_s\approx4.19$, where the pressure $P$ turns negative, and $r_s\approx5.25$, where the second derivative vanishes, the minimum is only local: there $ne-\mu n=-P$ is positive, above its value zero at $n=0$. A second-order density shift cannot change $M/B$ in the limit of small $B$.

**Q.** Fine. But $e(\zeta)$ belongs to an interacting many-body problem. You cannot write it down.

**A.** Not in full, but two parts of it can be written down. I split it as

$$e=t_s+e_x+e_c .$$

Here $t_s$ is the kinetic energy per electron of noninteracting electrons with the same $n$ and $\zeta$, and $e_x$ is the exchange energy of that same noninteracting state. The correlation energy $e_c$ is defined as the remainder. It therefore includes the change of kinetic energy caused by the interaction, and the split involves no approximation. The average electrostatic energy does not appear because the uniform background cancels it.

**Q.** Start with the kinetic part, and keep track of the factors.

**A.** I use hartree atomic units for the algebra. Let $r_s$ be the radius, in bohr radii, of the sphere that holds one electron on average. The unpolarized gas fills a sphere of radius $k_F$ for each spin, so

$$n=\frac{3}{4\pi r_s^3}=2\cdot\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.$$

Solving for $k_F$ gives $k_F^3=9\pi/(4r_s^3)$, or

$$k_F=\frac{1}{\alpha r_s},\qquad \alpha=\left(\frac{4}{9\pi}\right)^{1/3}.$$

At polarization $\zeta$ the spin densities are $n_\sigma=n(1\pm\zeta)/2$, with the plus sign for up. Since $n_\sigma=k_\sigma^3/(6\pi^2)$,

$$k_\sigma=k_F(1\pm\zeta)^{1/3}.$$

One filled sphere has a kinetic energy per volume

$$\int_0^{k_\sigma}\frac{4\pi p^2\,dp}{(2\pi)^3}\,\frac{p^2}{2}
=\frac{1}{4\pi^2}\,\frac{k_\sigma^5}{5}=\frac{k_\sigma^5}{20\pi^2}.$$

Adding the two spins and dividing by $n=k_F^3/(3\pi^2)$,

$$t_s(\zeta)=\frac{3k_F^2}{20}\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right].$$

For any power $p$, the second derivative of $(1+\zeta)^p+(1-\zeta)^p$ at $\zeta=0$ is $2p(p-1)$. For $p=5/3$ this is $20/9$, so

$$t_s''(0)=\frac{3k_F^2}{20}\cdot\frac{20}{9}=\frac{k_F^2}{3}.$$

This is the cost of moving electrons from one Fermi sphere to higher levels in the other.

**Q.** If the interaction is switched off, I should get the Pauli susceptibility. Do I?

**A.** Yes. With $e''(0)=k_F^2/3$,

$$\chi_{\rm Pauli}=\frac{n\mu_B^2}{k_F^2/3}=\mu_B^2\,\frac{k_F^3}{3\pi^2}\,\frac{3}{k_F^2}=\mu_B^2\,\frac{k_F}{\pi^2}.$$

The factor $k_F/\pi^2$ is the density of states at the Fermi level, both spins included: with $E=k^2/2$, the derivative of $k^3/(3\pi^2)$ with respect to $E$ is $(k^2/\pi^2)/k=k/\pi^2$.

**Q.** Now exchange. Why should it care about $\zeta$ at all? The Coulomb force does not see spin.

**A.** The force does not, but antisymmetry does. In a Slater determinant, an exchange integral between two orbitals contains the overlap of their spin functions, so it vanishes for opposite spins. For two plane waves of equal spin it is

$$\frac{1}{V^2}\iint d^3r\,d^3r'\,\frac{e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf r-\mathbf r')}}{|\mathbf r-\mathbf r'|}=\frac{1}{V}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2}.$$

The exchange energy is minus one half of the sum of these integrals over occupied $\mathbf k,\mathbf k'$; the half prevents double counting. Put $\mathbf q=\mathbf k'-\mathbf k$. For fixed $\mathbf q$, the allowed $\mathbf k$ fill the overlap of two spheres of radius $k_\sigma$ whose centres are a distance $q$ apart. This overlap consists of two equal caps:

$$\Omega(q)=2\int_{q/2}^{k_\sigma}\pi(k_\sigma^2-z^2)\,dz
=2\pi\left(\frac{2k_\sigma^3}{3}-\frac{k_\sigma^2q}{2}+\frac{q^3}{24}\right),$$

for $q\le 2k_\sigma$, and zero beyond. Each of the two momentum sums brings a factor $V/(2\pi)^3$, so the exchange energy per volume of one spin is

$$-\frac12\int_0^{2k_\sigma}\frac{4\pi q^2\,dq}{(2\pi)^3}\,\frac{4\pi}{q^2}\,\frac{\Omega(q)}{(2\pi)^3}
=-\frac{1}{8\pi^4}\int_0^{2k_\sigma}\Omega(q)\,dq .$$

The remaining integral is

$$2\pi k_\sigma^4\left(\frac43-1+\frac16\right)=\pi k_\sigma^4 ,$$

and the result is $-k_\sigma^4/(8\pi^3)$.

**Q.** So a larger sphere gains more exchange energy, and a smaller one loses some. What is the net effect?

**A.** A net gain, because the fourth power of the radius is the power $4/3$ of the spin density, which is convex. Summing over spins and dividing by $n$,

$$e_x(\zeta)=-\frac{3k_F}{8\pi}\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right].$$

For $p=4/3$, $2p(p-1)=8/9$, and

$$e_x''(0)=-\frac{3k_F}{8\pi}\cdot\frac89=-\frac{k_F}{3\pi}.$$

The negative sign means that exchange softens the gas against polarization and raises $\chi$.

**Q.** That leaves correlation, where your closed forms run out.

**A.** There I give the curvature a name:

$$\alpha_c=\left.\frac{\partial^2e_c}{\partial\zeta^2}\right|_{\zeta=0},\qquad
e_c(\zeta)=e_c(0)+\tfrac12\alpha_c\zeta^2+\dots$$

at fixed $r_s$. It is the full second derivative, without the factor $\tfrac12$ of the expansion, and it has nothing to do with the constant $\alpha$. It is positive when polarization makes $e_c$ less negative.

**Q.** Then put the pieces together. How far is the interacting susceptibility from Pauli's?

**A.** The total curvature is

$$e''(0)=\frac{k_F^2}{3}-\frac{k_F}{3\pi}+\alpha_c .$$

Both susceptibilities have the form $n\mu_B^2$ divided by a curvature, at the same density. The prefactor cancels in their ratio:

$$\frac{\chi_{\rm Pauli}}{\chi}=\frac{e''(0)}{t_s''(0)}
=\frac{3}{k_F^2}\left(\frac{k_F^2}{3}-\frac{k_F}{3\pi}+\alpha_c\right)
=1-\frac{1}{\pi k_F}+\frac{3\alpha_c}{k_F^2}.$$

Inserting $1/k_F=\alpha r_s$ gives

$$\boxed{\frac{\chi_{\rm Pauli}}{\chi}=1-\frac{\alpha r_s}{\pi}+3\alpha^2r_s^2\,\alpha_c}$$

with $\alpha_c$ in hartree. If $\alpha_c$ is given in rydberg, its number is twice as large and the factor 3 becomes $3/2$.

**Q.** Is this exact or a high-density expansion? It looks like a series in $r_s$.

**A.** It is not a truncated series. Under the stated conditions the formula is exact if $\alpha_c$ is exact, and $\alpha_c$ itself depends on $r_s$. The approximation enters when a model supplies $\alpha_c$. As $r_s\to0$ the exchange term vanishes, and the ratio tends to one provided that $r_s^2\alpha_c$ vanishes as well. The kinetic curvature grows as $r_s^{-2}$ and the exchange curvature only as $r_s^{-1}$, so exchange becomes relatively weaker in a dense gas.

**Q.** How do you get $\alpha_c$ from a density functional, which is written in terms of $n_\uparrow$ and $n_\downarrow$?

**A.** By the chain rule. Let $f_{\sigma\sigma'}$ be the second derivatives of $n e_c$ with respect to the spin densities. At fixed $n$, $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$, so

$$\frac{\partial}{\partial\zeta}=\frac n2\left(\frac{\partial}{\partial n_\uparrow}-\frac{\partial}{\partial n_\downarrow}\right).$$

Applying this twice to $ne_c$ gives

$$n\,\alpha_c=\frac{n^2}{4}\left(f_{\uparrow\uparrow}-2f_{\uparrow\downarrow}+f_{\downarrow\downarrow}\right).$$

At $\zeta=0$ the two equal-spin derivatives coincide, and

$$\alpha_c=\frac n2\left(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}\right).$$

**Q.** Let me see numbers for one density.

**A.** Take a model gas with $r_s=4$, a sphere radius of 2.117 Å. Its Fermi energy is $E_F=k_F^2/2=3.132$ eV. The kinetic curvature is

$$\frac{k_F^2}{3}=\frac23E_F=2.088\ \text{eV}.$$

The exchange term of the ratio is $-\alpha r_s/\pi=-0.5211\times4/\pi=-0.663$, which corresponds to a curvature of $-1.385$ eV. The Perdew–Wang correlation functional gives $\alpha_c=0.616$ eV (0.0226 hartree). Its term in the ratio is $0.616/2.088=0.295$. Hence

$$\frac{\chi_{\rm Pauli}}{\chi}=1-0.663+0.295\approx0.63,\qquad \frac{\chi}{\chi_{\rm Pauli}}\approx1.58 .$$

The total curvature is 1.32 eV (0.0485 hartree). In SI units $\chi_{\rm Pauli}=8.13\times10^{-6}$ and $\chi=1.29\times10^{-5}$, both far below one, as the factor $\mu_0$ required.

For a Zeeman energy $b=0.001$ eV, a field of about 17 tesla, the polarization is

$$\zeta=\frac{0.001}{1.32}=7.6\times10^{-4},$$

against $0.001/2.088=4.8\times10^{-4}$ without interaction.

**Q.** What if I had stopped at exchange?

**A.** You would have found $\chi/\chi_{\rm Pauli}=1/(1-0.663)\approx2.97$. At this density correlation removes much of the exchange enhancement. In the formula this comes from the positive $\alpha_c$: its term, $+0.295$, cancels a little under half of the exchange term, $-0.663$.

**Q.** Then your answer leans on a fitted functional. How much does an error in $\alpha_c$ matter?

**A.** The formula tells you. If $\alpha_c$ is off by a small fraction $\delta$, the ratio changes by $0.295\,\delta$. Relative to the ratio itself this is $0.295\,\delta/0.63\approx0.47\,\delta$, and $\chi$ changes by the same fraction with the opposite sign. An $\alpha_c$ too large by 10% would make $\chi$ too small by between 4% and 5%. Differences of this order occur between standard fits: at $r_s=4$ the Vosko–Wilk–Nusair form gives $\alpha_c=0.585$ eV and $\chi/\chi_{\rm Pauli}=1.62$, the Perdew–Zunger form $0.681$ eV and $1.51$.

**Q.** Does the pattern persist at other densities?

**A.** With the same functional, the sampled densities give

| $r_s$ | $\alpha_c$ (eV) | $\chi_{\rm Pauli}/\chi$ | $\chi/\chi_{\rm Pauli}$ |
|---|---|---|---|
| 1 | 1.10 | 0.87 | 1.15 |
| 2 | 0.85 | 0.77 | 1.30 |
| 4 | 0.62 | 0.63 | 1.58 |
| 6 | 0.49 | 0.54 | 1.86 |
| 10 | 0.36 | 0.41 | 2.43 |

The stiffness $\alpha_c$ is positive at each of them. It falls with $r_s$, but more slowly than the kinetic curvature, so its share in the ratio grows.

The last column comes from minimizing the energy in a weak field, without using the curvature formula. The numerical check also solves the Kohn–Sham equations at fixed chemical potential for $r_s=2$ and 4, and finds the same susceptibility as the formula within its tolerance. These tests confirm the derivation for the given functional. They do not measure the accuracy of the functional. The dependence on the fit grows with $r_s$: the Perdew–Zunger and Vosko–Wilk–Nusair forms give $\chi/\chi_{\rm Pauli}=1.145$ and $1.154$ at $r_s=1$, but $2.15$ and $2.83$ at $r_s=10$.

**Q.** In the exchange-only formula the ratio reaches zero at some $r_s$. Is that where the gas becomes a ferromagnet?

**A.** It is where the unpolarized state loses its stability against a small uniform polarization in the exchange-only model. Setting $1-\alpha r_s/\pi=0$ gives

$$r_s=\frac{\pi}{\alpha}\approx6.03 ,$$

and $\chi$ diverges as this value is approached from below. But curvature compares the unpolarized state only with its close neighbours. Compare it instead with the fully polarized state, $\zeta=1$:

$$t_s(1)-t_s(0)=\frac{3k_F^2}{20}\left(2^{5/3}-2\right)=\frac{3k_F^2}{10}\left(2^{2/3}-1\right),$$

$$e_x(1)-e_x(0)=-\frac{3k_F}{8\pi}\left(2^{4/3}-2\right)=-\frac{3k_F}{4\pi}\left(2^{1/3}-1\right).$$

The two states have equal energy when these differences add to zero. Since $2^{2/3}-1=(2^{1/3}-1)(2^{1/3}+1)$, a common factor drops out:

$$\frac{k_F}{10}\left(2^{1/3}+1\right)=\frac{1}{4\pi}
\quad\Rightarrow\quad
r_s=\frac{1}{\alpha k_F}=\frac{2\pi}{5\alpha}\left(1+2^{1/3}\right)\approx5.45 .$$

Between 5.45 and 6.03 the exchange-only gas has a positive curvature at $\zeta=0$, although the fully polarized state lies lower. There the formula describes a state that is a local minimum in $\zeta$ but not the lowest one. In this comparison $e(\zeta)$ means the energy of two Fermi spheres with spins along one axis. It is no longer the lowest energy at given $\zeta$, because rotating all spins of the polarized state costs no energy and gives states of the same low energy at every smaller $|\zeta|$.

**Q.** So a positive ratio in your table does not prove that the true ground state is unpolarized.

**A.** Correct. It shows that, with this functional, the unpolarized state is stable against a small uniform polarization. States of large $\zeta$ need a comparison of total energies, and polarization that varies in space needs a response at finite wavevector. If either produces a lower state, the curvature of the unpolarized uniform state computed here no longer gives the susceptibility of the ground state.

## Table of computed values

```
constant a = (4/(9 pi))^(1/3): 0.521062
1 hartree: 27.21139 eV
1 bohr: 0.529177 angstrom
Example rs (dimensionless): 4.0
sphere radius: 2.1167 angstrom
density: 0.02517 angstrom^-3
Fermi wavevector: 0.9067 angstrom^-1
Fermi energy: 3.1320 eV
kinetic curvature: 2.0880 eV
exchange curvature: -1.3853 eV
alpha_c: 0.6157 eV = 0.022628 hartree
total curvature: 1.3185 eV = 0.048453 hartree
exchange term -a rs/pi: -0.6634
correlation term 3 a^2 rs^2 alpha_c: 0.2949
chi_Pauli/chi: 0.6315
chi/chi_Pauli: 1.5837
chi/chi_Pauli, exchange only: 2.9712
chi_Pauli (SI, dimensionless): 8.1326e-06
chi (SI, dimensionless): 1.2879e-05
Zeeman energy b: 0.001 eV
field for this b: 17.28 tesla
zeta, interacting: 7.5845e-04
zeta, noninteracting: 4.7893e-04
Table: rs, alpha_c (eV), chi_Pauli/chi, chi/chi_Pauli by minimization
   1.0  1.0972  0.8670  1.153
   2.0  0.8457  0.7695  1.299
   4.0  0.6157  0.6315  1.584
   6.0  0.4935  0.5367  1.863
  10.0  0.3574  0.4112  2.432
exchange only, curvature vanishes at rs: 6.0292
exchange only, polarized energy crosses at rs: 5.4502
```
